# The Huang-Rhys factor of equal-frequency displaced wells, derived twice

## One coordinate or many

A carrier-capture calculation can start from a defect relaxed in two charge states. One must then decide whether a single vibrational coordinate, drawn from one geometry to the other, is good enough, or whether the phonons of the whole supercell have to be computed. The answer depends on how widely the frequencies of the displaced modes are spread and, for the capture rate, also on which modes couple the two electronic states. One quantity on which the single coordinate can be tested is the Huang-Rhys factor \(S\), which measures how strongly the electronic transition shakes the lattice. For one coordinate it follows from two numbers, a displacement and a frequency:

\[
S=\frac{\omega\,\Delta Q^2}{2\hbar}. \tag{1}
\]

Here \(\omega\) is the angular frequency, the same in both electronic states, and \(\Delta Q\) is the mass-weighted distance between the two energy minima. Equation (1) is derived below from energies and then from vibrational wavefunctions. The two routes need different assumptions, which are compared at the end. An extension to several modes then shows when one coordinate gives the total \(S\).

## The coordinate and the two wells

Let atom \(a\), of mass \(m_a\), move by \(\Delta\mathbf R_a\) between the initial minimum \(\mathbf R_{a,i}\) and the final one. Define

\[
\Delta Q^2=\sum_a m_a|\Delta\mathbf R_a|^2,\qquad
\mathbf R_a(Q)=\mathbf R_{a,i}+\frac{Q}{\Delta Q}\,\Delta\mathbf R_a ,
\]

with \(\Delta Q>0\). The initial minimum is at \(Q=0\) and the final one at \(Q=\Delta Q\). Along this path the velocity of atom \(a\) is \(\dot Q\,\Delta\mathbf R_a/\Delta Q\), so the kinetic energy is

\[
T=\frac12\sum_a m_a\frac{|\Delta\mathbf R_a|^2}{\Delta Q^2}\,\dot Q^2=\frac12\dot Q^2 .
\]

The coordinate behaves as a particle of unit mass. The atomic masses are already inside \(\Delta Q\), which is why no mass appears in (1).

A straight path is a true vibrational coordinate only under a condition. Collect the mass-weighted displacements \(\sqrt{m_a}\,\Delta\mathbf R_a\) in a vector \(\mathbf d\), and let \(D\) be the dynamical matrix, taken to be the same in both states. The condition is \(D\mathbf d=\omega^2\mathbf d\): the displacement lies along one normal mode, or along a combination of modes with equal frequency. Since \(D\) is symmetric, motion perpendicular to \(\mathbf d\) then decouples from \(Q\). The perpendicular wells are identical and unshifted in the two states, so their quantum numbers do not change in the overlaps. What remains is

\[
V_i(Q)=\tfrac12\omega^2Q^2,\qquad
V_f(Q)=E_0+\tfrac12\omega^2(Q-\Delta Q)^2. \tag{2}
\]

The energy \(E_0\) is the final minimum measured from the initial one, with the energy of the free carrier included in the initial state. It is negative when capture releases energy. The wells are the harmonic energies of two fixed electronic configurations (diabatic curves). They may cross, because the coupling between the two states is left out of (2) and is treated later as a perturbation.

## First derivation: relaxation energy

In this route \(S\) is defined as a relaxation energy counted in phonons. Change the electronic state while the nuclei stay at \(Q=0\), and then let them relax to the final minimum. By (2) the energy given to the lattice is

\[
E_{\rm rel}=V_f(0)-V_f(\Delta Q)
=\left(E_0+\tfrac12\omega^2\Delta Q^2\right)-E_0
=\tfrac12\omega^2\Delta Q^2. \tag{3}
\]

The offset \(E_0\) cancels, so at fixed \(\omega\) and \(\Delta Q\) the depth of the level does not enter \(S\). In real defects the depth still matters indirectly, since a more localized state usually displaces its neighbours more. Dividing by the phonon energy gives

\[
S=\frac{E_{\rm rel}}{\hbar\omega}
=\frac{\tfrac12\omega^2\Delta Q^2}{\hbar\omega}
=\frac{\omega\Delta Q^2}{2\hbar}.
\]

The factor 2 is that of the harmonic potential, and one of the two powers of \(\omega\) is removed by the phonon energy.

The reverse process, from the final minimum to the initial curve, releases \(V_i(\Delta Q)-V_i(0)=\tfrac12\omega^2\Delta Q^2\), the same amount. This offers a practical check. Two single-point energies, each state evaluated at the other's geometry, give the two relaxation energies. If they differ by more than the finite-size errors of the charged supercell, the wells are not harmonic with equal frequency. If they agree, the assumption has passed a necessary test, though not a sufficient one.

The frequency can also be eliminated. Equation (3) gives \(\omega=\sqrt{2E_{\rm rel}}/\Delta Q\), and hence

\[
S=\frac{E_{\rm rel}\,\Delta Q}{\hbar\sqrt{2E_{\rm rel}}}
=\frac{\Delta Q}{\hbar}\sqrt{\frac{E_{\rm rel}}{2}}. \tag{4}
\]

Two geometries and one relaxation energy therefore suffice for a one-coordinate estimate, without a phonon calculation. In a periodic supercell the two geometries must first be aligned so that \(\sum_a m_a\Delta\mathbf R_a=0\). A leftover rigid shift costs no energy but adds to \(\Delta Q^2\) in proportion to the total mass of the cell. Distant atoms also contribute to \(\Delta Q\), so its convergence with cell size has to be checked separately from that of \(E_{\rm rel}\).

## Second derivation: vibrational overlaps

In this route \(S\) is defined as the mean number of phonons found in the final well when the initial vibrational ground state is projected onto it. No relaxation energy is used. With \([Q,P]=i\hbar\), the lowering operators of the two wells are

\[
a_i=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right),\qquad
a_f=\sqrt{\frac{\omega}{2\hbar}}\left(Q-\Delta Q+\frac{iP}{\omega}\right).
\]

The prefactor makes \([a,a^\dagger]=1\), so that \(a^\dagger a\) counts phonons. Because the frequencies are equal, the operators differ by a number:

\[
a_f=a_i-g,\qquad g=\Delta Q\sqrt{\frac{\omega}{2\hbar}}. \tag{5}
\]

The initial ground state obeys \(a_i|0_i\rangle=0\), hence \(a_f|0_i\rangle=-g|0_i\rangle\). Let \(c_n=\langle n_f|0_i\rangle\) be its overlap with final level \(n\). Since \(\langle n_f|a_f=\sqrt{n+1}\,\langle (n+1)_f|\), projection onto \(\langle n_f|\) gives

\[
\sqrt{n+1}\;c_{n+1}=-g\,c_n
\quad\Rightarrow\quad
c_n=\frac{(-g)^n}{\sqrt{n!}}\,c_0 . \tag{6}
\]

The final levels are complete, so the probabilities add to one: \(1=|c_0|^2\sum_n g^{2n}/n!=|c_0|^2e^{g^2}\). Therefore

\[
P_n=|c_n|^2=e^{-g^2}\frac{g^{2n}}{n!}. \tag{7}
\]

This is a Poisson distribution. In its mean the term \(n=0\) drops out, and one factor \(n\) cancels against the factorial:

\[
\sum_n nP_n=g^2e^{-g^2}\sum_{n\ge1}\frac{g^{2(n-1)}}{(n-1)!}=g^2 .
\]

By the definition of this route, \(S=g^2=\omega\Delta Q^2/(2\hbar)\), which is (1) again. The factor 2 now comes from the normalization of the ladder operators. The same cancellation made twice gives \(\sum_n n(n-1)P_n=S^2\), so the variance is \(S^2+S-S^2=S\).

Two limits follow from (7). For \(S\ll1\), \(P_0\approx1-S\) and \(P_1\approx S\): the transition mostly leaves the lattice unexcited. For \(S\gg1\), the distribution is centred on \(S\) with relative width \(1/\sqrt S\), and the classical picture of a definite relaxation energy becomes good.

A warm lattice starts from excited levels \(m\). From (5),

\[
a_f^\dagger a_f=a_i^\dagger a_i-g(a_i+a_i^\dagger)+g^2 .
\]

The middle term changes \(m\) by one and has no diagonal element, so \(\langle m_i|a_f^\dagger a_f|m_i\rangle=m+S\). The mean gain is \(S\) from every level, and so also for a thermal mixture. The spread does grow. The part of \(a_f^\dagger a_f|m_i\rangle\) that deviates from the mean is \(-g(a_i+a_i^\dagger)|m_i\rangle\), whose squared norm is \(S(2m+1)\). Temperature broadens the distribution of the phonon gain without moving its mean.

## A model defect

Consider a central atom of 30 u with four tetrahedral neighbours of 70 u each. These are round model parameters, not a named material. Linearised springs join the centre to the neighbours (2.0 eV/Å²) and the neighbours to one another (0.5 eV/Å²), and each neighbour is tethered to a rigid lattice (3.0 eV/Å²). On capture all four neighbours move outward by \(u=0.10\) Å. Electronvolts, ångströms and atomic mass units are the natural units here, with \(\hbar^2=0.0041802\) eV u Å².

This breathing motion is a normal mode by symmetry. A displacement that respects every tetrahedral operation must leave the centre at rest and move all neighbours equally along their axes, so there is only one such pattern, and the dynamical matrix cannot mix it with others. Diagonalising the full matrix confirms that the mode carries the whole of \(\Delta Q^2\).

For the stiffness, note that two neighbours at distance \(r\) from the centre are \(\sqrt{8/3}\,r\) apart, so each of the six neighbour-neighbour springs stretches by \(\sqrt{8/3}\,u\). Together they store \(\tfrac12\cdot6\cdot\tfrac83\cdot0.5\,u^2=\tfrac12\cdot4\cdot(4\times0.5)\,u^2\). The effective spring per neighbour is thus \(2.0+4\times0.5+3.0=7.0\) eV/Å², and

\[
\hbar\omega=\sqrt{0.0041802\times\frac{7.0}{70}}\ {\rm eV}=20.4\ {\rm meV},\qquad
\Delta Q^2=4\times70\times0.10^2=2.80\ {\rm u\,Å^2}.
\]

Equation (1), multiplied above and below by \(\hbar\), gives

\[
S=\frac{\hbar\omega\,\Delta Q^2}{2\hbar^2}
=\frac{0.020445\times2.80}{2\times0.0041802}=6.85 .
\]

The springs give the relaxation energy separately: \(E_{\rm rel}=\tfrac12\times4\times7.0\times0.10^2=0.140\) eV, and \(140/20.445=6.85\). In Hartree atomic units \(\omega=7.514\times10^{-4}\) and \(\Delta Q=135.0\), so \(\tfrac12\omega\Delta Q^2\) is again 6.85.

The second route was tested by diagonalising both wells on a grid, without ladder operators. The overlaps follow (7) to rounding error, and the mean and the variance are both 6.85. The gain is also 6.85 from initial levels 1 and 5. The most probable level is \(n=6\), with \(P_6=0.152\), because \(P_n/P_{n-1}=S/n\) exceeds one only while \(n<S\). The zero-phonon weight is \(P_0=0.001\), so this is strong coupling. The full list is in the numerical output.

## What the factor does in capture

The mean phonon number \(S\) is not the number of phonons emitted in nonradiative capture. That number is fixed by energy conservation. From the initial ground level, \(\tfrac12\hbar\omega=E_0+(n+\tfrac12)\hbar\omega\), so \(n=-E_0/\hbar\omega\). The factor \(S\) governs how easily the lattice accepts those \(n\) phonons.

To first order in an electron-phonon coupling that is linear in \(Q\) about the initial minimum, the zero-temperature rate contains \(|\langle n_f|Q|0_i\rangle|^2\). Write \(Q=\sqrt{\hbar/2\omega}\,(a_i+a_i^\dagger)\), and use \(a_i|0_i\rangle=0\) and \(a_i^\dagger=a_f^\dagger+g\):

\[
\langle n_f|Q|0_i\rangle=\sqrt{\frac{\hbar}{2\omega}}\left(\sqrt n\,c_{n-1}+g\,c_n\right).
\]

Equation (6) gives \(c_{n-1}=-\sqrt n\,c_n/g\) for \(n\ge1\); for \(n=0\) the first term is absent. Since \(g\sqrt{\hbar/2\omega}=\Delta Q/2\),

\[
\langle n_f|Q|0_i\rangle=\frac{\Delta Q}{2}\left(1-\frac nS\right)c_n. \tag{8}
\]

The prefactor has a simple meaning. The wells (2) cross where \(\omega^2\Delta Q\,Q=E_0+E_{\rm rel}\). With \(E_0=-n\hbar\omega\) and \(E_{\rm rel}=S\hbar\omega\), the crossing lies at

\[
Q_c=\frac{(S-n)\hbar}{\omega\Delta Q}=\frac{\Delta Q}{2}\left(1-\frac nS\right).
\]

The matrix element is the crossing coordinate times the overlap. When \(n=S\), the curves cross at the initial minimum and there is no classical barrier, but the linear coupling vanishes at that very point.

In the model defect the squared element is 0.01256 u Å² at \(n=3\), falls to 0.00005 u Å² at \(n=7\), and rises again to 0.01063 u Å² at \(n=11\). The overlap \(P_7\) is nevertheless close to the maximum. Near \(n=S\) the linear term of a single coordinate is therefore an unsafe basis for a rate. The node belongs to the case of one frequency. If modes \(Q_k\) of different frequencies \(\omega_k\) are displaced by \(\Delta Q_k\), energy conservation at \(-E_0=E_{\rm rel}\) makes only the element of \(\sum_k\omega_k^2\Delta Q_kQ_k\) vanish, and a coupling along \(\mathbf d\) keeps a finite rate there. If the coupling is instead linear about another point \(Q_0\), \(Q\) is replaced by \(Q-Q_0\), and the constant adds \(-Q_0c_n\) to the matrix element, which can dominate there. A quadratic term does not fill the gap in the same way. The same ladder algebra gives \(\langle n_f|Q^2|0_i\rangle=(\hbar/2\omega)(n-S)(n-S-1)\,c_n/S\), which also vanishes at \(n=S\).

## What each derivation assumes

The energy route uses little. It needs the final curve to be harmonic between \(Q=0\) and \(Q=\Delta Q\), and it treats the nuclei as points at the initial minimum. The initial well enters only through the position of that minimum. What it yields is an energy ratio, with no information on how the phonon number is distributed.

The overlap route needs the shape of both wells. Equal frequency is what makes (5) a pure shift, and the Poisson law rests on that shift. In return it gives every overlap, the thermal behaviour and the capture element (8).

The mean energy shows why the two definitions agree, and when they stop agreeing. Let the frequencies be \(\omega_i\) and \(\omega_f\). In the initial ground state \(\langle Q\rangle=0\), \(\langle Q^2\rangle=\hbar/2\omega_i\) and \(\langle P^2\rangle=\hbar\omega_i/2\). The final-well energy above \(E_0\) is then

\[
\hbar\omega_f\left(\langle n\rangle+\tfrac12\right)=\frac{\hbar\omega_i}{4}
+\frac{\omega_f^2}{2}\left(\frac{\hbar}{2\omega_i}+\Delta Q^2\right).
\]

Dividing by \(\hbar\omega_f\) and subtracting one half gives

\[
\langle n\rangle=\frac{\omega_f\Delta Q^2}{2\hbar}+\frac{\omega_i}{4\omega_f}+\frac{\omega_f}{4\omega_i}-\frac12
=\frac{\omega_f\Delta Q^2}{2\hbar}+\frac{(\omega_f-\omega_i)^2}{4\omega_i\omega_f}. \tag{9}
\]

For equal frequencies the last term vanishes: the spread of the initial state supplies just the zero-point energy of the final well, and both definitions give (1). Otherwise the mean phonon number exceeds the energy ratio, because the initial state has the wrong width for the final well. If the final well of the model defect is stiffened to 30.7 meV, 1.5 times the initial value, the energy ratio is 10.27 and the extra term 0.04. Their sum, 10.31, agrees with the grid result. The larger effect is the choice of frequency: inserting \(\omega_i\) instead of \(\omega_f\) would give 6.85.

The other condition, a displacement along one frequency, bears directly on the opening decision. Suppose that several modes are displaced by \(\Delta Q_k\), with the same modes and frequencies in both states. The wells separate, and each mode obeys (1):

\[
S_{\rm tot}=\sum_k\frac{\omega_k\Delta Q_k^2}{2\hbar},\qquad
E_{\rm rel}=\frac12\sum_k\omega_k^2\Delta Q_k^2 .
\]

The straight path between the geometries has \(\Delta Q^2=\sum_k\Delta Q_k^2\) and the curvature \(\omega_{\rm eff}^2=\sum_k\omega_k^2\Delta Q_k^2/\Delta Q^2\). It reproduces \(E_{\rm rel}\), but not the phonon number. By the Cauchy-Schwarz inequality,

\[
\sum_k(\omega_k\Delta Q_k)(\Delta Q_k)\le
\sqrt{\sum_k\omega_k^2\Delta Q_k^2}\,\sqrt{\sum_k\Delta Q_k^2}
=\omega_{\rm eff}\,\Delta Q^2 ,
\]

so \(S_{\rm eff}=\omega_{\rm eff}\Delta Q^2/2\hbar\ge S_{\rm tot}\), with equality when all displaced modes share one frequency. Equation (4) gives this same \(S_{\rm eff}\), and is then an upper bound on the total factor.

Splitting the 2.80 u Å² equally between modes of 12 and 30 meV gives \(2.01+5.02=7.03\) phonons. The effective mode has 22.8 meV and \(S_{\rm eff}=7.65\), which is 9% above the true total. The zero-phonon weight \(e^{-S}\) is more sensitive: the effective mode makes it too small by a factor \(e^{0.62}\approx1.9\).

A single coordinate can therefore be trusted for the relaxation energy of parallel harmonic wells, and for the total \(S\) when the displaced modes lie close in frequency. A capture rate depends on individual overlaps, often far from the mean, and a small error in \(S\) does not guarantee a small error there. If projecting \(\mathbf d\) onto the phonons shows a wide range of frequencies, the rate should be checked with the separate modes. The same holds if modes perpendicular to \(\mathbf d\) couple the two electronic states. Such a mode is not displaced and adds nothing to \(S\), but it can take up a phonon and so open a capture channel that the single coordinate omits.

## Computed results

```
MODEL DEFECT
mass of central atom: 30 u
mass of each neighbour: 70 u
centre-neighbour spring: 2.0 eV/A^2
neighbour-neighbour spring: 0.5 eV/A^2
neighbour-lattice tether: 3.0 eV/A^2
effective breathing spring per neighbour: 7.0 eV/A^2
outward displacement of each neighbour: 0.10 A
hbar^2: 0.0041802 eV u A^2
share of dQ^2 in the breathing mode: 1.000000
dQ^2: 2.8000 u A^2
dQ: 1.6733 u^(1/2) A
phonon energy: 20.445 meV
relaxation energy: 140.00 meV
Huang-Rhys factor S from formula: 6.8475
relaxation energy / phonon energy: 6.8475
phonon energy in atomic units: 7.513560e-04 hartree
dQ in atomic units: 135.008 m_e^(1/2) bohr
S from atomic units: 6.8475
GRID DIAGONALIZATION
mean phonon number: 6.8475
variance of phonon number: 6.8475
largest |P_n - Poisson|: 4.1e-15
mean phonon gain from initial level 1: 6.8475
mean phonon gain from initial level 5: 6.8475
n, P_n, squared matrix element of Q in u A^2
 0  0.00106  0.00074
 1  0.00727  0.00371
 2  0.02490  0.00874
 3  0.05683  0.01256
 4  0.09729  0.01178
 5  0.13324  0.00679
 6  0.15206  0.00163
 7  0.14875  0.00005
 8  0.12732  0.00252
 9  0.09687  0.00670
10  0.06633  0.00984
11  0.04129  0.01063
12  0.02356  0.00934
13  0.01241  0.00701
14  0.00607  0.00464
UNEQUAL FREQUENCIES
final phonon energy: 30.668 meV
final-well w dQ^2/(2 hbar): 10.2712
frequency-mismatch term: 0.0417
mean final phonon number from grid: 10.3129
TWO MODES, EQUAL SHARES OF dQ^2
mode of 12 meV, mean phonon number: 2.0095
mode of 30 meV, mean phonon number: 5.0237
total S: 7.0332
total relaxation energy: 174.83 meV
effective phonon energy: 22.847 meV
S of the single effective mode: 7.6519
```
